**Hole masses of zincblende GaN from the Luttinger Hamiltonian**

The program tests \(1/m=\gamma_1\mp2\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)s}\) for heavy and light holes, where \(\gamma_i\) are the Luttinger parameters, \(s=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2\), and \(\mathbf n\) is the direction of the wavevector. It asserts agreement with diagonalized spin-3/2 matrices along 1000 random directions. The density-of-states mass, defined by the angular mean of \(m^{3/2}\), is tested against a count of states on a Cartesian grid. Further assertions cover the moments and second derivative in the hand estimate, the Fermi-level shift from degeneracy, and the recovery of the four-band density from a six-band model at very large spin-orbit splitting. The output gives heavy-hole masses of 0.847 along [001] and 2.083 along [111], and a density-of-states mass of 1.449, all in free-electron masses. With a rough splitting of 17 meV, the six-band effective density at 300 K is 2.83 times the four-band value.

## Numerical verification

```python
"""
Result under test: for the four-band Luttinger valence band,
  1/m(n) = g1 -/+ 2 sqrt(g2^2 + 3 (g3^2 - g2^2) s)   (heavy / light hole),
  s = nx^2 ny^2 + ny^2 nz^2 + nz^2 nx^2,
and the density-of-states mass is m_d = (angular mean of m^(3/2))^(2/3).
g1, g2, g3: Luttinger parameters; n: unit vector along k; masses in units of
the free-electron mass. Hole energy is positive, counted from the band top.
Dimensionless wavevector q: hole energy / energy unit = q^2 / m.
A six-band model with spin-orbit splitting sizes the neglected split-off band.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

g1, g2, g3 = 2.70, 0.76, 1.11
splitting_mev = 17.0        # rough spin-orbit splitting of GaN
lattice_nm = 0.45           # rough cubic lattice constant
hole_density = 1e18         # cm^-3, rough typical p-type density
room = 300.0                # K


def invariant(n):
    x, y, z = (n**2).T
    return x*y + y*z + z*x


def mass(s, sign=-1, c3=g3):
    """Directional mass: sign -1 heavy hole, +1 light hole."""
    return 1/(g1 + sign*2*np.sqrt(g2**2 + 3*(c3**2 - g2**2)*s))


def angular_grid(size):
    """Gauss points on one octant; weights sum to one."""
    x, w = np.polynomial.legendre.leggauss(size)
    t, w = (x + 1)/2, w/2
    u, phi = np.meshgrid(t, t*np.pi/2, indexing="ij")
    r = np.sqrt(1 - u**2)
    n = np.stack([r*np.cos(phi), r*np.sin(phi), u], axis=-1).reshape(-1, 3)
    return n, np.outer(w, w).ravel()


def dos_mass(size, sign=-1, c3=g3):
    n, w = angular_grid(size)
    return (w @ mass(invariant(n), sign, c3)**1.5)**(2/3)


# Spin-3/2 matrices and the four-band Hamiltonian
jz = np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)
raising = np.diag(np.sqrt([3.0, 4.0, 3.0]), 1).astype(complex)
jx = (raising + raising.conj().T)/2
jy = (raising - raising.conj().T)/2j
spin = [jx, jy, jz]


def four_band(q):
    k2 = np.sum(q**2, axis=1)
    h = (g1 + 2.5*g2)*k2[:, None, None]*np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2*g2*(q[:, i]**2)[:, None, None]*(spin[i] @ spin[i])
        for j in range(i):
            sym = (spin[i] @ spin[j] + spin[j] @ spin[i])/2
            h -= 4*g3*(q[:, i]*q[:, j])[:, None, None]*sym
    return h


# Six-band Hamiltonian in the basis (p orbitals) x (spin)
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
orbit_spin = sum(np.kron(-1j*eps[i], pauli[i]) for i in range(3))


def six_band(q, delta):
    """Hole energies; delta is the splitting in the energy unit."""
    k2 = np.sum(q**2, axis=1)
    d = 6*g3*q[:, :, None]*q[:, None, :]
    for i in range(3):
        d[:, i, i] = (g1 - 2*g2)*k2 + 6*g2*q[:, i]**2
    h = np.kron(d, np.eye(2)) + delta*(np.eye(6) - orbit_spin)/3
    return np.linalg.eigvalsh(h)


def thermal_energy(temp):
    return const.k*temp


def inverse_length(temp):
    """Wavevector unit for energy unit kT, in 1/m."""
    return np.sqrt(2*const.m_e*thermal_energy(temp))/const.hbar


def six_band_density(temp, delta, n_ang=24, n_rad=60):
    """Boltzmann density at zero Fermi level (cm^-3), mean k (1/nm)."""
    n, w = angular_grid(n_ang)
    x, wr = np.polynomial.legendre.leggauss(n_rad)
    t, wr = (x + 1)/2, wr/2
    q_max = np.sqrt(40/(g1 + g2 - 3*g3))
    r = q_max*t**2
    wr = wr*2*q_max*t*4*np.pi*r**2
    q = (r[:, None, None]*n[None]).reshape(-1, 3)
    boltz = np.exp(-six_band(q, delta)).sum(axis=1).reshape(n_rad, -1) @ w
    total = wr @ boltz
    unit = inverse_length(temp)
    density = total*(unit/(2*np.pi))**3*1e-6
    return density, (wr*r) @ boltz/total*unit*1e-9


def band_density(m, temp):
    """Effective density of one doubly degenerate band, cm^-3."""
    x = m*const.m_e*thermal_energy(temp)/(2*np.pi*const.hbar**2)
    return 2*x**1.5*1e-6


# Directional masses against diagonalization
rng = np.random.default_rng(4)
n_test = rng.normal(size=(1000, 3))
n_test /= np.linalg.norm(n_test, axis=1)[:, None]
h_test = four_band(n_test)
levels = np.linalg.eigvalsh(h_test)
s_test = invariant(n_test)
for column, sign in [(0, -1), (1, -1), (2, 1), (3, 1)]:
    assert np.allclose(levels[:, column], 1/mass(s_test, sign), atol=1e-11)
rest = h_test - g1*np.eye(4)
square = rest @ rest
scalar = np.trace(square, axis1=1, axis2=2)/4
assert np.allclose(square, scalar[:, None, None]*np.eye(4), atol=1e-11)

axes = np.array([[0, 0, 1.], [1, 1, 0.], [1, 1, 1.]])
axes /= np.linalg.norm(axes, axis=1)[:, None]
m001, m110, m111 = 1/np.linalg.eigvalsh(four_band(axes))[:, 0]
assert np.isclose(m001, 1/(g1 - 2*g2)) and np.isclose(m111, 1/(g1 - 2*g3))
heavy_test = 1/levels[:, 0]
assert heavy_test.min() >= m001 - 1e-10
assert heavy_test.max() <= m111 + 1e-10

# Density-of-states masses against counting states below unit energy
m_heavy, m_light = dos_mass(48), dos_mass(48, 1)
shift_ang = abs(m_heavy - dos_mass(24))
assert shift_ang < 1e-6


def counted_mass(column, box, size=56):
    p = (np.arange(size) + 0.5)*box/size
    q = np.stack(np.meshgrid(p, p, p, indexing="ij"), axis=-1).reshape(-1, 3)
    inside = np.linalg.eigvalsh(four_band(q))[:, column] < 1
    volume = 8*inside.sum()*(box/size)**3
    return (3*volume/(4*np.pi))**(2/3)


count_heavy = counted_mass(0, 1.46)
count_light = counted_mass(2, 0.52)
# The tolerance covers the finite cell size of the counting grid.
assert abs(count_heavy/m_heavy - 1) < 5e-3
assert abs(count_light/m_light - 1) < 5e-3

# Hand estimate: second-order expansion about the mean of s
n_grid, w_grid = angular_grid(24)
s_grid = invariant(n_grid)
s_mean, s_square = w_grid @ s_grid, w_grid @ s_grid**2
assert np.isclose(s_mean, 1/5) and np.isclose(s_square, 1/21)
slope = 3*(g3**2 - g2**2)
root = np.sqrt(g2**2 + slope/5)
w0 = g1 - 2*root
r1, r2 = slope/(2*root), -slope**2/(4*root**3)
f0 = w0**-1.5
f2 = 3*r2*w0**-2.5 + 15*r1**2*w0**-3.5
step = 1e-3
f2_diff = (mass(0.2+step)**1.5 - 2*mass(0.2)**1.5
           + mass(0.2-step)**1.5)/step**2
assert abs(f2/f2_diff - 1) < 1e-3
f_hand = f0 + 0.5*f2*4/525
m_hand = f_hand**(2/3)
assert abs(m_hand/m_heavy - 1) < 0.03

m_sphere = 1/(g1 - 2*(2*g2 + 3*g3)/5)
m_harmonic = 1/(w_grid @ (1/mass(s_grid)))

# Split-off band: limiting cases and thermal densities
for delta in (0.3, 2.0, 15.0):
    for axis, m_axis in ((axes[0], m001), (axes[2], m111)):
        e = six_band(2*axis[None], delta)[0]
        assert np.sum(np.abs(e - 4/m_axis) < 1e-9) >= 2
m110_no_so = 1/six_band(axes[1:2], 0.0)[0, 0]
assert np.isclose(m110_no_so, 1/(g1 + g2 - 3*g3))

nv_heavy = band_density(m_heavy, room)
nv_light = band_density(m_light, room)
nv_four = nv_heavy + nv_light
nv_limit = six_band_density(room, 1e7)[0]
assert abs(nv_limit/nv_four - 1) < 1e-3

kt_mev = thermal_energy(room)/const.e*1e3
reduced = splitting_mev/kt_mev
nv_six, k_mean = six_band_density(room, reduced)
nv_coarse = six_band_density(room, reduced, 16, 40)[0]
shift_six = abs(nv_coarse/nv_six - 1)
assert shift_six < 1e-3
ratios = {}
for temp in (10.0, 77.0, 300.0, 500.0):
    delta = splitting_mev*1e-3*const.e/thermal_energy(temp)
    four = band_density(m_heavy, temp) + band_density(m_light, temp)
    ratios[temp] = six_band_density(temp, delta)[0]/four
m_four_total = (m_heavy**1.5 + m_light**1.5)**(2/3)
m_six_total = m_four_total*(nv_six/nv_four)**(2/3)
q110 = brentq(lambda q: six_band(q*axes[1:2], reduced)[0, 0] - 1.5, 0.1, 10)
m110_warm = q110**2/1.5

# Degeneracy: Fermi level from the full Fermi integral


def fermi_half(eta):
    f = quad(lambda y: 2*y*y/(1 + np.exp(y*y - eta)), 0, 8,
             epsabs=1e-13, epsrel=1e-11)[0]
    return 2/np.sqrt(np.pi)*f


filling = hole_density/nv_four
eta = brentq(lambda e: fermi_half(e) - filling, -15, 5, xtol=1e-12)
fermi_shift = (eta - np.log(filling))*kt_mev
assert abs(fermi_shift/(kt_mev*filling/2**1.5) - 1) < 0.05

g3_up = g3 + 0.005
m111_up = mass(1/3, -1, g3_up)
m_heavy_up = dos_mass(48, -1, g3_up)

print(f"Luttinger parameters g1, g2, g3: {g1:.2f}, {g2:.2f}, {g3:.2f}")
print(f"inverse heavy mass [001]: {1/m001:.4f} 1/m0")
print(f"inverse heavy mass [111]: {1/m111:.4f} 1/m0")
print(f"heavy-hole mass [001]: {m001:.4f} m0")
print(f"heavy-hole mass [110]: {m110:.4f} m0")
print(f"heavy-hole mass [111]: {m111:.4f} m0")
print(f"heavy-hole density-of-states mass: {m_heavy:.4f} m0")
print(f"  mean of m^(3/2): {m_heavy**1.5:.4f} m0^(3/2)")
print(f"  shift, 24 to 48 angular points per axis: {shift_ang:.1e} m0")
print(f"  same mass from counting states: {count_heavy:.4f} m0")
print(f"light-hole density-of-states mass: {m_light:.4f} m0")
print(f"  same mass from counting states: {count_light:.4f} m0")
print(f"mean of s and of s^2: {s_mean:.6f}, {s_square:.6f}")
print(f"hand estimate, R at s=1/5: {root:.4f}")
print(f"hand estimate, g1-2R at s=1/5: {w0:.4f}")
print(f"hand estimate, R' and R'': {r1:.4f}, {r2:.4f}")
print(f"hand estimate, f and f'' at s=1/5: {f0:.4f}, {f2:.3f}")
print(f"hand estimate, mean of f: {f_hand:.4f}")
print(f"hand estimate of density-of-states mass: {m_hand:.4f} m0")
print(f"spherical-approximation mass: {m_sphere:.4f} m0")
print(f"harmonic angular mean mass: {m_harmonic:.4f} m0")
print(f"thermal energy at 300 K: {kt_mev:.2f} meV")
print(f"heavy-hole effective density, 300 K: {nv_heavy:.3e} cm^-3")
print(f"light-hole effective density, 300 K: {nv_light:.3e} cm^-3")
print(f"four-band total density, 300 K: {nv_four:.3e} cm^-3")
print(f"rough spin-orbit splitting: {splitting_mev:.0f} meV")
print(f"six-band total density, 300 K: {nv_six:.3e} cm^-3")
print(f"  relative shift from coarser mesh: {shift_six:.1e}")
for temp, ratio in ratios.items():
    print(f"six-band/four-band density at {temp:.0f} K: {ratio:.3f}")
print(f"four-band total density-of-states mass: {m_four_total:.3f} m0")
print(f"six-band thermal mass, 300 K: {m_six_total:.3f} m0")
print(f"[110] mass at hole energy 1.5 kT, 300 K: {m110_warm:.3f} m0")
print(f"[110] mass without spin-orbit splitting: {m110_no_so:.3f} m0")
print(f"mean thermal wavevector, 300 K: {k_mean:.2f} 1/nm")
print(f"rough lattice constant: {lattice_nm:.2f} nm")
print(f"zone boundary 2 pi/a: {2*np.pi/lattice_nm:.1f} 1/nm")
print(f"hole density for degeneracy check: {hole_density:.1e} cm^-3")
print(f"Fermi-level shift from degeneracy: {fermi_shift:.3f} meV")
print(f"g3 raised by half its last digit: {g3_up:.3f}")
print(f"  heavy-hole mass [111] becomes: {m111_up:.4f} m0")
print(f"  density-of-states mass becomes: {m_heavy_up:.4f} m0")
print("no test failed")
```

Running it gives:

```
Luttinger parameters g1, g2, g3: 2.70, 0.76, 1.11
inverse heavy mass [001]: 1.1800 1/m0
inverse heavy mass [111]: 0.4800 1/m0
heavy-hole mass [001]: 0.8475 m0
heavy-hole mass [110]: 1.5806 m0
heavy-hole mass [111]: 2.0833 m0
heavy-hole density-of-states mass: 1.4492 m0
  mean of m^(3/2): 1.7446 m0^(3/2)
  shift, 24 to 48 angular points per axis: 1.3e-13 m0
  same mass from counting states: 1.4481 m0
light-hole density-of-states mass: 0.2149 m0
  same mass from counting states: 0.2149 m0
mean of s and of s^2: 0.200000, 0.047619
hand estimate, R at s=1/5: 0.9850
hand estimate, g1-2R at s=1/5: 0.7299
hand estimate, R' and R'': 0.9967, -1.0084
hand estimate, f and f'' at s=1/5: 1.6036, 38.199
hand estimate, mean of f: 1.7491
hand estimate of density-of-states mass: 1.4517 m0
spherical-approximation mass: 1.3158 m0
harmonic angular mean mass: 1.3546 m0
thermal energy at 300 K: 25.85 meV
heavy-hole effective density, 300 K: 4.378e+19 cm^-3
light-hole effective density, 300 K: 2.500e+18 cm^-3
four-band total density, 300 K: 4.628e+19 cm^-3
rough spin-orbit splitting: 17 meV
six-band total density, 300 K: 1.309e+20 cm^-3
  relative shift from coarser mesh: 2.9e-04
six-band/four-band density at 10 K: 1.082
six-band/four-band density at 77 K: 1.901
six-band/four-band density at 300 K: 2.828
six-band/four-band density at 500 K: 3.049
four-band total density-of-states mass: 1.504 m0
six-band thermal mass, 300 K: 3.007 m0
[110] mass at hole energy 1.5 kT, 300 K: 6.596 m0
[110] mass without spin-orbit splitting: 7.692 m0
mean thermal wavevector, 300 K: 1.67 1/nm
rough lattice constant: 0.45 nm
zone boundary 2 pi/a: 14.0 1/nm
hole density for degeneracy check: 1.0e+18 cm^-3
Fermi-level shift from degeneracy: 0.197 meV
g3 raised by half its last digit: 1.115
  heavy-hole mass [111] becomes: 2.1277 m0
  density-of-states mass becomes: 1.4667 m0
no test failed
```
